Does a supersonic mean ion speed guarantee the Bohm criterion?

**Question**

I am modelling the edge of a low-pressure plasma where two groups of positive ions of the same mass arrive at a wall. They have equal densities and negligible temperatures. One group moves at 0.6 times the Bohm speed, the other at 2.0 times. The mean speed is therefore 1.3 Bohm speeds.

My reasoning is that the Bohm criterion asks ions to enter the sheath at or above the Bohm speed. The ions as a whole do so with 30% to spare, and their mean kinetic energy is also well above the Bohm value. Can I start an ordinary positive sheath at this point? If not, is the trouble that one beam is subsonic, so that every beam must be supersonic separately?

**Answer**

No to both. The criterion tests how the total ion density responds to a small change of potential. That response depends on the mean of 1/u², not on the mean of u, and slow ions dominate it. Your pair fails, but another pair with the same mean speed, and with one beam still subsonic, passes.

**The density of accelerated beams**

Take a planar, static sheath without collisions or ionization, and let x increase toward the wall. The ions are singly charged with mass M. The electrons have temperature Te and follow the Boltzmann relation. The Bohm speed and the Debye length are

c = √(kTe/M),  λ = √(ε₀kTe/(n₀e²)),

where n₀ is the electron density at the proposed sheath edge. I measure speeds in c, lengths in λ and densities in n₀. The potential φ is zero at the edge and falls toward the wall, so I use the positive variable

χ = −eφ/(kTe).

Beam j has density fraction f_j and speed u_j at the edge, with Σf_j = 1, so the edge is neutral. Energy conservation for one ion reads Mv²/2 + eφ = constant. Dividing by kTe/2 gives, in scaled units,

v_j² = u_j² + 2χ.

With no sources, the flux n_j v_j keeps its edge value f_j u_j. Hence

n_j = f_j u_j/√(u_j² + 2χ) = f_j (1 + 2χ/u_j²)^(−1/2).

The electron density is e^(−χ). Poisson's equation, φ'' = −e(n_i − n_e)/ε₀ in ordinary units, changes sign when written for χ:

χ'' = ρ(χ) = Σf_j(1 + 2χ/u_j²)^(−1/2) − e^(−χ).

A positive sheath needs ρ > 0 for every χ > 0. For small χ, the ion term is 1 − χΣf_j/u_j² and the electron term is 1 − χ. Subtracting them gives

ρ ≈ (1 − S)χ,  S = Σf_j/u_j².

If S > 1, ions are diluted faster than electrons are repelled, and the charge next to the edge is negative. So S ≤ 1 is necessary.

It is also sufficient within this model. Multiply the ion density by e^χ and call the result h:

h(χ) = Σf_j e^χ(1 + 2χ/u_j²)^(−1/2).

The charge is positive when h > 1. The logarithm of each term has first derivative 1 − 1/(u_j² + 2χ) and second derivative 2/(u_j² + 2χ)², which is positive. If g = e^L and L'' > 0, then g'' = (L'' + L'²)g > 0. Each term is therefore strictly convex, and so is h. At the edge h(0) = 1 and h'(0) = 1 − S. If S ≤ 1, the initial slope is not negative and the slope then increases, so h > 1 for all χ > 0. This includes the marginal case S = 1.

**Your two beams**

For equal fractions at 0.6 and 2.0,

S = 0.5/0.6² + 0.5/2.0² = 1.389 + 0.125 = 1.514.

The criterion fails. The slow beam alone exceeds the permitted total of 1. Replacing the fast beam by an even faster one cannot help: S stays above 1.389, while the mean speed can be made as large as you like. The same example disposes of mean energy as a test, because that too grows without limit as the fast beam is sped up.

The faulty step in your argument is the replacement of the two beams by one beam at their mean speed. That would give 1/1.3² = 0.59 instead of 1.514. The same potential drop changes a slow ion's speed by a larger fraction than a fast ion's, and flux conservation turns this into a larger fractional loss of density. The fast ions' excess speed does not compensate. If you want one equivalent speed for this criterion, it is S^(−1/2) = 0.81 Bohm speeds, which is subsonic.

The mean speed does give a necessary condition. For every positive u,

1/u² − 3 + 2u = (u − 1)²(2u + 1)/u² ≥ 0.

Averaging over the beams gives S ≥ 3 − 2ū, where ū = Σf_j u_j. If S ≤ 1, then ū ≥ 1. The implication runs from the criterion to the mean speed, and your pair shows that it cannot be reversed.

**Same mean, different outcome**

Now keep Te, n₀, M, the equal fractions and the mean speed fixed, but choose beams at 0.8 and 1.8. Then

S = 0.5/0.8² + 0.5/1.8² = 0.7813 + 0.1543 = 0.9356.

This pair passes, although its slow beam is subsonic. Thus the mean speed cannot decide the matter, and a demand that each beam be supersonic is too strict.

The role of the spread is clear if the speeds are written as ū − d and ū + d, with 0 ≤ d < ū. Putting the two terms over a common denominator gives

S = ½[1/(ū − d)² + 1/(ū + d)²] = (ū² + d²)/(ū² − d²)².

For d = 0 this is the single-beam value 1/ū². As d grows, the numerator rises and the denominator falls, so S increases, and it diverges as the slow beam approaches rest. At ū = 1.3, d = 0.5 gives 1.94/1.44² = 0.936, while d = 0.7 gives 2.18/1.20² = 1.514. The boundary lies between them.

If you keep your fast beam at 2.0 and adjust only the slow one, the condition is

0.5/u² ≤ 1 − 0.125 = 0.875,

so u ≥ √(0.5/0.875) = 0.756. Your slow beam at 0.6 is too slow, but it need not reach 1.

**What happens instead of a sheath**

For your pair, the linearized Poisson equation is χ'' = −0.514χ. A small disturbance oscillates in space with wavelength

2π/√(S − 1) = 2π/√0.514 = 8.76 Debye lengths.

For S < 1 the equation instead has an exponentially growing solution, which is the beginning of a monotone sheath.

The nonlinear equation shows how firmly your edge blocks the sheath. Multiply χ'' = ρ by χ' and integrate from the edge, where χ' = E₀:

χ'²/2 = E₀²/2 + V(χ),  V(χ) = ∫₀^χ ρ(s) ds.

The ion integral follows from

∫₀^χ (1 + 2s/u²)^(−1/2) ds = u²[√(1 + 2χ/u²) − 1],

and the electron part contributes e^(−χ) − 1. Therefore

V(χ) = Σf_j u_j²[√(1 + 2χ/u_j²) − 1] + e^(−χ) − 1.

Near the edge V ≈ (1 − S)χ²/2, which is negative for your pair. With E₀ = 0, this would require χ'² < 0, so the potential cannot leave the edge in the sheath direction.

Because h is convex, starts at 1 with negative slope and eventually grows without limit, the charge changes sign once. Numerical root finding puts this at χ = 0.192. Up to there the charge is negative; beyond it the charge is positive. This is also where V is lowest:

V_min ≈ 0.07863 + 0.09361 − 0.17437 = −0.00213.

The three numbers are the slow-beam, fast-beam and electron contributions. V returns to zero at χ = 0.314, again by root finding. The existence of positive charge at larger χ therefore does not rescue a zero-field start: the solution cannot reach it.

A finite edge field can cross the barrier if E₀²/2 > −V_min. The threshold is

E₀ = √(2 × 0.002126) = 0.065,

in units of kTe/(eλ). Even above it, the first layer carries negative charge, so this is not a sheath that is positive from its edge onward. The usual zero-field edge belongs to the limit in which λ is much smaller than the presheath length L. A presheath field of order kTe/(eL) is then only of order λ/L in these units.

Failure at this point does not mean that no sheath can exist in front of the wall. It means that this point, with these ion speeds, cannot serve as its field-free edge.

**The same condition from waves**

Perturb each beam by a density N_j, a velocity w_j and a potential ψ = eφ₁/(kTe), all varying as exp[i(κx − ωt)]. Here κ is the wavenumber times λ, and ω is in units of the ion plasma frequency c/λ. Continuity and momentum give

(ω − κu_j)N_j = κf_j w_j,
(ω − κu_j)w_j = κψ.

Eliminating w_j yields N_j = f_jκ²ψ/(ω − κu_j)². The Boltzmann electron perturbation is ψ, so Poisson's equation is κ²ψ = ΣN_j − ψ. Dividing by ψ and writing w = ω/κ for the phase speed,

Σf_j/(w − u_j)² = 1 + κ².

For long waves the right side is 1. Below the slowest beam speed, the left side rises steadily from zero to infinity as w increases, so there is one root in that range. At w = 0 the left side equals S. The root is therefore negative when S > 1, zero when S = 1 and positive when S < 1. A negative root is a wave that travels upstream, from the wall side into the plasma.

For two equal beams put w = ū + x. The long-wave equation becomes

(x² + d²)/(x² − d²)² = 1,

or, after multiplying out,

x⁴ − (2d² + 1)x² + d⁴ − d² = 0.

Its solutions are

x² = [2d² + 1 ± √(8d² + 1)]/2.

For your pair d = 0.7. The upper sign gives x² = 2.099, and its negative square root gives w = 1.3 − 1.449 = −0.149. For the pair at 0.8 and 1.8 the corresponding speed is +0.029. Both plasmas drift at 1.3 on average, but only yours has this upstream wave.

**Can your pair persist?**

The lower sign reveals a separate problem. For your pair it gives x² = −0.119, so x is imaginary and one wave grows in time. This is the two-stream instability between the ion beams.

For finite κ, let A = 1 + κ². The equation for x² is

Ax⁴ − (2Ad² + 1)x² + Ad⁴ − d² = 0.

The product of its two roots for x² is d²(Ad² − 1)/A. It is negative, and there is a growing wave, when d²(1 + κ²) < 1. Otherwise neither root is negative: their sum is positive, and they are real because the discriminant is 8Ad² + 1. Your d = 0.7 allows growth at long wavelengths. So does d = 0.5 for the pair at 0.8 and 1.8: that pair passes the static criterion but is also two-stream unstable.

This does not undo the refutation, which concerns what a given mean speed implies about a static edge. Nor does the refutation depend on the instability. Equal beams at 0.6 and 2.8 have mean speed 1.7 and d = 1.1. Since d² > 1, this equation, for cold beams and Boltzmann electrons, has no growing wave along the flow at any κ, yet

S = 1.389 + 0.5/2.8² = 1.453.

The criterion still fails. These beams are not stable to every wave, however. For a wave at angle θ to the flow, only u_j cos θ enters the equation. At θ = 60° and κ = 1, d is replaced by 0.55, and d²(1 + κ²) = 0.605 < 1. The growth rate is then 0.23 ion plasma frequencies.

**Numbers for a processing plasma**

Take Te = 3 eV, n₀ = 10¹¹ cm⁻³ and an ion mass of 40 u. These are round parameters. They give c = 2690 m/s and λ = 40.7 μm. Your beams then move at 1614 and 5380 m/s. Since Mc²/2 is kTe/2 = 1.5 eV, their energies are

0.6² × 1.5 eV = 0.54 eV,  2.0² × 1.5 eV = 6.0 eV.

Their mean energy is 3.27 eV, more than twice the Bohm value. The static wavelength is 8.76 × 40.7 μm = 0.36 mm, and the upstream wave moves at about 400 m/s.

For the gas, take 1 mTorr, 300 K and a rough ion-neutral cross section of 10⁻¹⁴ cm². The mean free path, 1/(gas density × cross section), is 31 mm. With this as the presheath length, the average field is about 3 V/3.1 cm = 1 V/cm. The threshold for crossing the barrier is

0.065 × 3 V/(40.7 μm) ≈ 48 V/cm,

about fifty times larger. A field of the average presheath size is therefore far too weak to evade the criterion. The field does rise close to a sheath edge, so this compares scales and is not a strict bound.

The neglected effects have very different sizes:

• Ion temperature. Each thin velocity slice of a collisionless beam responds as a cold beam, so 1/u_j² becomes the average of 1/v². For a flat distribution from u_j − a to u_j + a, that average is 1/(u_j² − a²). Its variance is a²/3, which equals Ti/Te in these units, so a² = 3Ti/Te. At Ti = 0.05 eV, a² = 0.05 and S = 0.5/0.31 + 0.5/3.95 = 1.74. Temperature makes the failure worse. The formula diverges when the distribution reaches zero speed; the expansion used for S needs 2χ ≪ v² and cannot be used for ions at rest.

• Electron loss. Balancing the electron flux to a floating wall against the ion flux gives e^(−χ_w) = ū√(2πm_e/M), a drop of about 13 V. Fast electrons that reach the wall do not return. Removing them gives n_e ∝ e^(−χ)[1 + erf√(χ_w − χ)]. Minus the logarithmic derivative at χ = 0 replaces 1 as the upper limit on S:

S ≤ 1 + e^(−χ_w)/{√(πχ_w)[1 + erf√χ_w]}.

The limit rises by 0.0016, far too little to matter here.

• Collisions. The static wavelength is 1.1% of the mean free path, so few ions collide within it. New slow ions made by charge exchange or ionization are nevertheless outside the source-free formula, and I have not evaluated their contribution.

• Beam instability. Using the same flat distributions in the wave equation and scanning κ numerically for waves along the flow, the largest growth rate is 0.167 ion plasma frequencies, at κ = 0.75. The growth time of this wave is 0.09 μs, during which ions at the mean speed travel 0.32 mm. That is about one static wavelength and one hundredth of the mean free path. Oblique waves grow faster: for isotropic Maxwellian beams of the same temperature the rate reaches about 0.24 near cos θ = 0.6 and κ = 1.45, a growth time of about 0.06 μs.

The temperature, density and pressure are round values chosen separately, not a solution of the particle balance of one discharge. In an argon discharge of ordinary size at 1 mTorr, the electrons would usually be hotter than 3 eV. Two equal, narrow beams are not typical of such a plasma with one ion species. Ionization along the presheath produces a continuous spread of speeds, including slow ions. Among the effects evaluated here, the instability is the most serious for the example, because the model assumes that the beams persist: linear theory gives them many growth times within one mean free path. The modest temperature above moves S from 1.51 to 1.74 for flat distributions, and to about 1.78 for Maxwellian beams of the same temperature if the few ions near rest are left out, but the saturated instability would change the velocity distribution itself, and this calculation does not predict the resulting S.

For your model, then, do not start a field-free sheath from the mean speed. If the ions really are separate cold beams and the stated assumptions hold, compute Σf_j/u_j² at the proposed edge and require it to be at most 1.
